# Rare-gas p-to-s excitation: J = 1 intensities from LS to jj coupling: a numerical check

```python
"""
Rare-gas excitation np^6 -> np^5 (n+1)s: the two J = 1 levels.
K    : half the singlet-triplet separation without spin-orbit coupling
zeta : spin-orbit parameter of the p shell
Energies relative to the triplet without spin-orbit coupling:
  E(+/-) = K + zeta/4 +/- R,  R = sqrt((K-zeta/4)^2 + zeta^2/2)
Shares of the dipole line strength:
  w(+/-) = (1 +/- (K-zeta/4)/R)/2
The formulas are tested against diagonalization of all twelve p^5 s
states, built from fermion operators. Parameters for Ne, Ar and Kr come
from time-dependent density functional theory and a radial integral.
"""
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid, simpson
from scipy.optimize import minimize_scalar
from pyscf import dft, gto, tdscf

ALPHA = constants.fine_structure
EV = constants.physical_constants["Hartree energy in eV"][0]


def two_level_formula(K, zeta):
    delta = K - zeta / 4
    R = np.sqrt(delta**2 + zeta**2 / 2)
    energies = np.array([K + zeta / 4 - R, K + zeta / 4 + R])
    shares = np.array([1 - delta / R, 1 + delta / R]) / 2
    return energies, shares


def build_configuration():
    """Exchange, spin-orbit and dipole vectors in the p^5 s sector."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    a = []
    for mode in range(8):
        op = np.eye(1)
        for site in range(8):
            factor = parity if site < mode else (
                lower if site == mode else np.eye(2))
            op = np.kron(op, factor)
        a.append(op)
    ad = [op.T for op in a]
    # Modes 2*i+spin are real p orbitals; modes 6+spin are s.
    exchange = np.zeros((256, 256))
    for i in range(3):
        for s1 in range(2):
            for s2 in range(2):
                exchange += (ad[2*i+s1] @ ad[6+s2]
                             @ a[2*i+s2] @ a[6+s1])
    pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                      [[1, 0], [0, -1]]])
    orbital = np.zeros((3, 3, 3), complex)
    for k, i, j in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
        orbital[k, i, j] = -1j
        orbital[k, j, i] = 1j
    one_electron = sum(np.kron(orbital[k], pauli[k] / 2)
                       for k in range(3))
    spin_orbit = np.zeros((256, 256), complex)
    for p in range(6):
        for q in range(6):
            if abs(one_electron[p, q]) > 0:
                spin_orbit += one_electron[p, q] * (ad[p] @ a[q])
    sector = [n for n in range(256) if bin(n).count("1") == 6
              and bin(n & 3).count("1") == 1]
    ground = np.zeros(256)
    ground[0b11111100] = 1
    dipoles = np.array([
        sum(ad[6+s] @ (a[2*i+s] @ ground) for s in range(2))[sector]
        for i in range(3)])
    block = np.ix_(sector, sector)
    return exchange[block], spin_orbit[block], dipoles


EXCHANGE, SPIN_ORBIT, DIPOLES = build_configuration()


def twelve_state_result(K, zeta):
    """Levels J=2, lower J=1, J=0, upper J=1 and their strengths."""
    H = K * (EXCHANGE + 3 * np.eye(12)) + zeta * SPIN_ORBIT
    energy, vectors = np.linalg.eigh(H)
    strength = np.sum(abs(DIPOLES @ vectors.conj())**2, axis=0)
    strength /= np.sum(abs(DIPOLES)**2)
    groups = [slice(0, 5), slice(5, 8), slice(8, 9), slice(9, 12)]
    for group in groups:
        assert np.ptp(energy[group]) < 1e-10
    return (np.array([energy[g].mean() for g in groups]),
            np.array([strength[g].sum() for g in groups]))


# Formula against the complete configuration, over the whole passage.
for ratio in [0.05, 0.3, 1.0, 2.5, 4.0, 7.0, 30.0, 300.0]:
    levels, strengths = twelve_state_result(1.0, ratio)
    energies, shares = two_level_formula(1.0, ratio)
    scale = 1 + ratio
    assert np.allclose(levels[[1, 3]], energies, atol=1e-11 * scale)
    assert np.allclose(strengths[[1, 3]], shares, atol=1e-10)
    assert np.allclose(strengths[[0, 2]], 0, atol=1e-10)
    assert np.isclose(levels[0], -ratio / 2, atol=1e-11 * scale)
    assert np.isclose(levels[2], ratio, atol=1e-11 * scale)
    assert np.isclose(levels[1] + levels[3] - levels[0] - levels[2],
                      2.0, atol=1e-10 * scale)
    assert np.isclose(np.dot(levels, strengths), 2.0,
                      atol=1e-10 * scale)

# Leading laws near the two coupling limits; tolerances cover next order.
_, weak = twelve_state_result(1.0, 0.01)
assert abs(weak[1] * 8 / 0.01**2 - 1) < 0.01
_, strong = twelve_state_result(0.001, 1.0)
assert abs((2/3 - strong[1]) / 0.001 - 16/27) < 0.01


def fixed_zeta_splitting(K):
    levels, _ = twelve_state_result(K, 1.0)
    return levels[3] - levels[1]


minimum = minimize_scalar(fixed_zeta_splitting, bounds=(0.05, 0.8),
                          method="bounded", options={"xatol": 1e-7})
assert abs(minimum.x - 0.25) < 1e-4
assert abs(minimum.fun - np.sqrt(2)) < 1e-8

LOG_R = np.linspace(np.log(1e-5), np.log(60.0), 4001)
RADIUS = np.exp(LOG_R)


def spin_orbit_parameter(radial_square, field_charge):
    """radial_square is R(r)^2, normalized with weight r^2."""
    integrand = radial_square * field_charge / RADIUS
    return ALPHA**2 / 2 * simpson(integrand * RADIUS, x=LOG_R)


# Radial formula against Dirac energies for the 2p levels of He+.
charge = 2
hydrogenic = charge**5 * RADIUS**2 * np.exp(-charge * RADIUS) / 24
zeta_ion = spin_orbit_parameter(hydrogenic, charge)


def dirac_energy(k):
    effective_n = 2 - k + np.sqrt(k**2 - (charge * ALPHA)**2)
    return ((1 + (charge * ALPHA / effective_n)**2)**-0.5
            / ALPHA**2)


dirac_splitting = dirac_energy(2) - dirac_energy(1)
assert abs(1.5 * zeta_ion / dirac_splitting - 1) < 1e-3


def atom_parameters(symbol):
    extra = [[0, [0.1, 1.0]], [0, [0.04, 1.0]], [0, [0.016, 1.0]],
             [1, [0.05, 1.0]], [2, [0.1, 1.0]]]
    basis = gto.basis.load("def2-tzvpp", symbol) + extra
    mol = gto.M(atom=symbol + " 0 0 0", basis={symbol: basis},
                verbose=0)
    mf = dft.RKS(mol)
    mf.xc = "0.5*HF + 0.5*B88, LYP"  # BHandHLYP
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    nocc = mol.nelectron // 2
    excitation, amplitudes = {}, {}
    for singlet in [True, False]:
        td = tdscf.TDA(mf)
        td.singlet = singlet
        td.nstates = 3
        td.conv_tol = 1e-6
        td.max_cycle = 100
        td.kernel()
        assert np.all(td.converged)
        assert np.ptp(td.e) < 1e-5
        excitation[singlet] = np.mean(td.e)
        x = np.array([pair[0] for pair in td.xy])
        amplitudes[singlet] = x / np.sqrt(
            np.sum(x**2, axis=(1, 2)))[:, None, None]
        if singlet:
            f_singlet = np.sum(td.oscillator_strength())
    overlap = np.einsum("aij,bij->ab", amplitudes[True],
                        amplitudes[False])
    transition_overlap = np.linalg.svd(overlap, compute_uv=False).mean()
    s_ao = [n for n, label in enumerate(mol.ao_labels(fmt=None))
            if label[2].endswith("s")]
    s_virtual = np.max(abs(mf.mo_coeff[s_ao, nocc:]), axis=0) > 1e-5
    s_weight = np.mean(np.sum(
        amplitudes[True][:, -3:, :][:, :, s_virtual]**2, axis=(1, 2)))
    assert s_weight > 0.9 and transition_overlap > 0.9
    points = np.zeros((len(RADIUS), 3))
    points[:, 2] = RADIUS
    orbitals = (mol.eval_gto("GTOval_sph", points)
                @ mf.mo_coeff[:, :nocc])
    density = 2 * np.sum(orbitals**2, axis=1)
    enclosed = cumulative_trapezoid(
        4 * np.pi * density * RADIUS**3, LOG_R, initial=0)
    radial_square = 4*np.pi/3 * np.sum(orbitals[:, -3:]**2, axis=1)
    assert abs(enclosed[-1] - mol.nelectron) < 1e-3
    assert abs(simpson(radial_square * RADIUS**3, x=LOG_R) - 1) < 1e-4
    nuclear_charge = mol.atom_charge(0)
    zeta = spin_orbit_parameter(radial_square,
                                nuclear_charge - enclosed)
    return (excitation[False], excitation[True], zeta, f_singlet,
            -mf.mo_energy[nocc-1], s_weight, transition_overlap)


print("passage: zeta/K | splitting/K | lower share | upper share")
for ratio in [0.1, 0.5, 1.0, 2.0, 4.0, 10.0, 100.0]:
    energies, shares = two_level_formula(1.0, ratio)
    print(f"{ratio:6.1f} | {np.ptp(energies):9.4f} | "
          f"{shares[0]:.4f} | {shares[1]:.4f}")
print(f"smallest splitting/zeta: {minimum.fun:.4f} "
      f"at K/zeta = {minimum.x:.4f}")
print(f"He+ 2p splitting: 3*zeta/2 = {1.5*zeta_ion*1e6:.3f}, "
      f"Dirac = {dirac_splitting*1e6:.3f} microhartree")

ratios = []
for symbol in ["Ne", "Ar", "Kr"]:
    (omega_t, omega_s, zeta, f_s, threshold,
     s_weight, transition_overlap) = atom_parameters(symbol)
    K = (omega_s - omega_t) / 2
    assert K > 0 and zeta > 0
    assert omega_s < threshold
    energies, shares = two_level_formula(K, zeta)
    levels, strengths = twelve_state_result(K, zeta)
    assert np.allclose(levels[[1, 3]], energies, atol=1e-11)
    assert np.allclose(strengths[[1, 3]], shares, atol=1e-8)
    omega = omega_t + energies
    f_lines = f_s * shares * omega / omega_s
    assert abs(f_lines.sum() - f_s) < 1e-10
    ratios.append(zeta / K)
    print(f"{symbol}: triplet {omega_t:.5f}, singlet {omega_s:.5f}, "
          f"-HOMO {threshold:.5f} hartree")
    print(f"{symbol}: K {K*1e3:.3f}, zeta {zeta*1e3:.3f} millihartree; "
          f"zeta/K {zeta/K:.3f}")
    print(f"{symbol}: singlet p-to-s weight {s_weight:.4f}; "
          f"singlet-triplet overlap {transition_overlap:.4f}")
    print(f"{symbol}: shifts J=2,1,0,1: "
          + ", ".join(f"{x*1e3:.3f}" for x in levels)
          + " millihartree")
    print(f"{symbol}: J=1 lines {omega[0]:.5f}, {omega[1]:.5f} hartree "
          f"= {omega[0]*EV:.3f}, {omega[1]*EV:.3f} eV")
    print(f"{symbol}: line-strength shares lower {shares[0]:.4f}, "
          f"upper {shares[1]:.4f}")
    print(f"{symbol}: oscillator strengths lower {f_lines[0]:.4f}, "
          f"upper {f_lines[1]:.4f}, total {f_s:.4f}")

assert ratios[0] < ratios[1] < ratios[2]
print("no test failed")
```

Output:

```
passage: zeta/K | splitting/K | lower share | upper share
   0.1 |    1.9551 | 0.0013 | 0.9987
   0.5 |    1.8875 | 0.0364 | 0.9636
   1.0 |    2.0616 | 0.1362 | 0.8638
   2.0 |    3.0000 | 0.3333 | 0.6667
   4.0 |    5.6569 | 0.5000 | 0.5000
  10.0 |   14.4568 | 0.6038 | 0.3962
 100.0 |  149.3452 | 0.6607 | 0.3393
smallest splitting/zeta: 1.4142 at K/zeta = 0.2500
He+ 2p splitting: 3*zeta/2 = 26.626, Dirac = 26.629 microhartree
Ne: triplet 0.58578, singlet 0.59301, -HOMO 0.68698 hartree
Ne: K 3.618, zeta 2.338 millihartree; zeta/K 0.646
Ne: singlet p-to-s weight 0.9999; singlet-triplet overlap 0.9971
Ne: shifts J=2,1,0,1: -1.169, 0.748, 2.338, 7.656 millihartree
Ne: J=1 lines 0.58653, 0.59344 hartree = 15.960, 16.148 eV
Ne: line-strength shares lower 0.0610, upper 0.9390
Ne: oscillator strengths lower 0.0085, upper 0.1324, total 0.1409
Ar: triplet 0.40970, singlet 0.41614, -HOMO 0.49810 hartree
Ar: K 3.219, zeta 4.126 millihartree; zeta/K 1.282
Ar: singlet p-to-s weight 0.9998; singlet-triplet overlap 0.9967
Ar: shifts J=2,1,0,1: -2.063, 0.604, 4.126, 7.897 millihartree
Ar: J=1 lines 0.41031, 0.41760 hartree = 11.165, 11.363 eV
Ar: line-strength shares lower 0.2000, upper 0.8000
Ar: oscillator strengths lower 0.0523, upper 0.2128, total 0.2650
Kr: triplet 0.35895, singlet 0.36545, -HOMO 0.44496 hartree
Kr: K 3.249, zeta 14.094 millihartree; zeta/K 4.338
Kr: singlet p-to-s weight 0.9996; singlet-triplet overlap 0.9956
Kr: shifts J=2,1,0,1: -7.047, -3.197, 14.094, 16.742 millihartree
Kr: J=1 lines 0.35575, 0.37569 hartree = 9.681, 10.223 eV
Kr: line-strength shares lower 0.5138, upper 0.4862
Kr: oscillator strengths lower 0.1579, upper 0.1578, total 0.3158
no test failed
```
